\section*{Fermi-Level Tunnelling Exponent of a Triangular Crested Barrier}

\section{Definitions and conventions}

An insulating film of thickness $d$ occupies $0<x<d$ between two identical electrodes. At zero bias its conduction-band edge, measured from the common Fermi level, rises linearly from zero at each face to $U$ at the midplane. This is a symmetric triangular crested barrier.

Let $e>0$ be the elementary charge and $V\ge 0$ the bias. The emitter is at $x=0$ and its Fermi level is the zero of energy; the collector Fermi level is then at $-eV$. For uniform permittivity and no space charge, the applied potential energy is linear in $x$, so the biased band edge is
\begin{equation}
v(x)=\frac{2U}{d}\min(x,d-x)-\frac{eVx}{d}.
\label{eq:profile}
\end{equation}
The image force is left out at first, and the faces have no barrier offset.

The structure is uniform in the plane, so the transverse momentum is conserved. The effective mass $m$ is uniform and isotropic, so the motion along $x$ separates. Let $E$ be the energy of that motion. An electron at the Fermi level with no transverse momentum has $E=0$. Define
\begin{equation}
K=\frac{\sqrt{2m}}{\hbar},\qquad
\kappa(x)=K\sqrt{v(x)-E}.
\label{eq:kappa}
\end{equation}
In the forbidden region the WKB amplitude decays as $\exp(-\int\kappa\,dx)$. The transmission probability is quadratic in the amplitude, so its exponential factor is $\exp(-B)$ with
\begin{equation}
B=2\int_{v>E}\kappa(x)\,dx .
\label{eq:bdef}
\end{equation}
The prefactor multiplying $\exp(-B)$ is not part of $B$. The result derived below concerns the exponent at fixed $U$, $d$ and $m$; it is not a power law for the current.

\section{The biased barrier}

At the midplane the applied potential has lowered the band edge by $eV/2$. It is convenient to write
\begin{equation}
P=U-\frac{eV}{2},\qquad Q=U+\frac{eV}{2},\qquad P+Q=2U .
\label{eq:pq}
\end{equation}
On the left half, \eqref{eq:profile} gives
\begin{equation}
v(x)=\frac{2U-eV}{d}\,x=s_1x,\qquad s_1=\frac{2P}{d}.
\label{eq:left}
\end{equation}
On the right half,
\begin{align}
v(x)&=2U-\frac{2U+eV}{d}\,x
      =2U-s_2x,\qquad s_2=\frac{2Q}{d},\nonumber\\
    &=P-s_2\left(x-\frac d2\right),
\label{eq:right}
\end{align}
where the last line uses $2U-s_2d/2=2U-Q=P$.

If $P>0$, the edge rises from zero to $P$ and then falls. If $P<0$, it descends from the emitter face onwards, and no barrier remains at $E=0$. The condition for a barrier is therefore
\begin{equation}
0\le eV<2U .
\label{eq:range}
\end{equation}

The first turning point at $E=0$ is the emitter face. The second follows from setting \eqref{eq:right} to zero:
\begin{equation}
x_2=\frac d2+\frac{P}{s_2}=\frac d2\left(1+\frac PQ\right).
\end{equation}
Since $P+Q=2U$, the forbidden length is
\begin{equation}
L=x_2=\frac d2\,\frac{P+Q}{Q}=\frac{dU}{U+eV/2}.
\label{eq:length}
\end{equation}
Bias thus acts twice: it lowers the crest and it shortens the path.

\section{The exponent}

On the left side, the substitution $v=s_1x$ gives
\begin{equation}
\int_0^{d/2}\sqrt{v(x)}\,dx
=\frac1{s_1}\int_0^P\sqrt v\,dv
=\frac{2P^{3/2}}{3s_1}.
\end{equation}
On the right side $dx=-dv/s_2$, and $v$ runs from $P$ down to zero. Reversing the limits removes the minus sign:
\begin{equation}
\int_{d/2}^{x_2}\sqrt{v(x)}\,dx
=\frac1{s_2}\int_0^P\sqrt v\,dv
=\frac{2P^{3/2}}{3s_2}.
\end{equation}
The lengths of the two sides are $P/s_1$ and $P/s_2$, and their sum is $L$. Hence
\begin{equation}
\int_0^L\sqrt{v(x)}\,dx
=\frac23\sqrt P\left(\frac P{s_1}+\frac P{s_2}\right)
=\frac23L\sqrt P .
\end{equation}
Multiplication by $2K$ and use of \eqref{eq:length} give
\begin{equation}
B(V)=\frac43\,d\,\frac{\sqrt{2m}}{\hbar}\,
\frac{U\sqrt{U-eV/2}}{U+eV/2}.
\label{eq:result}
\end{equation}
This is the WKB exponent at the Fermi level, with its constant factor. The square root comes from the crest height and the denominator from the forbidden length.

In terms of the reduced bias $u=eV/(2U)$,
\begin{equation}
B(V)=B_0\frac{\sqrt{1-u}}{1+u},\qquad
B_0=\frac43Kd\sqrt U .
\label{eq:reduced}
\end{equation}

\section{Limits and energy dependence}

\subsection{Small bias and a rectangular comparison}

The logarithm of \eqref{eq:result} contains $\frac12\ln P-\ln Q$. Since $dP/d(eV)=-1/2$ and $dQ/d(eV)=1/2$,
\begin{equation}
\frac{d\ln B}{d(eV)}=-\frac1{4P}-\frac1{2Q}
\longrightarrow-\frac{3}{4U}\qquad(V\to0).
\label{eq:sensitivity}
\end{equation}
One third of the initial sensitivity comes from lowering the crest and two thirds from shortening the path.

For comparison, take a rectangular barrier of height $H$ and the same $d$ and $m$. At small bias,
\begin{align}
B_{\rm r}&=2K\int_0^d\sqrt{H-\frac{eVx}{d}}\,dx\nonumber\\
&\simeq2K\sqrt H\int_0^d\left(1-\frac{eVx}{2Hd}\right)dx
=2Kd\sqrt H\left(1-\frac{eV}{4H}\right).
\end{align}
Its logarithmic sensitivity is $-1/(4H)$. Equal zero-bias exponents require $2\sqrt H=(4/3)\sqrt U$, or $H=4U/9$. The rectangular sensitivity is then $-9/(16U)$, and the crested barrier is more sensitive by the factor $(3/4)/(9/16)=4/3$.

This small-bias advantage does not settle the comparison at larger bias. For $eV>H$, the rectangular barrier ends at $x=Hd/(eV)$, and
\begin{align}
B_{\rm r}&=2K\frac d{eV}\int_0^H\sqrt v\,dv
=\frac43Kd\,\frac{H^{3/2}}{eV}\nonumber\\
&=\frac{8}{27}\,\frac{U}{eV}\,B_0
\qquad\text{if }H=\frac{4U}{9}.
\label{eq:rectangular}
\end{align}

\subsection{The vanishing barrier}

Let $\delta=2U-eV$ be small and positive. Then $P=\delta/2$ and $Q\simeq2U$, so
\begin{equation}
B\simeq\frac23Kd\sqrt{\frac\delta2}.
\end{equation}
The exponent vanishes as a square root and its slope diverges. The current need not have a divergent slope, because $\exp(-B)$ ceases to be a useful approximation when $B$ is not large compared with one. The endpoint $eV=2U$ marks the disappearance of the classical barrier, not a point where the WKB transmission can be trusted.

\subsection{Electrons above the Fermi level}

For $0\le E<P$, both turning points lie on the sloping sides. The height above the electron energy is $P-E$, while $s_1$ and $s_2$ are unchanged. The two integrals therefore acquire $(P-E)^{3/2}$ in place of $P^{3/2}$:
\begin{equation}
B(V,E)=B(V)\left(1-\frac EP\right)^{3/2}.
\label{eq:energy}
\end{equation}
The initial decrease per unit energy is
\begin{equation}
c=-\left.\frac{\partial B(V,E)}{\partial E}\right|_{E=0}
=\frac{3B(V)}{2P}.
\label{eq:slope}
\end{equation}
At temperature $T$, the electron supply falls as $\exp(-E/k_{\rm B}T)$ once $E$ exceeds a few $k_{\rm B}T$, while the exponential factor of the transmission grows no faster than $\exp(cE)$. Their product therefore falls with energy in this thermal tail if $ck_{\rm B}T<1$. If $ck_{\rm B}T>1$, the product of these two exponential factors peaks above the Fermi level, at $E=P[1-(ck_{\rm B}T)^{-2}]$. As this peak moves away from $E=0$, \eqref{eq:result} ceases to be the controlling exponent. For $E<0$ the left limit stays at the electrode face, so \eqref{eq:energy} does not apply there.

\section{Current and crossbar selectivity}

To pass from transmission to current, sum over electrode states with two spins. The longitudinal velocity gives $v_x\,dk_x=dE/\hbar$, and the transverse area element gives $2\pi k_\perp dk_\perp=(2\pi m/\hbar^2)dE_\perp$. With transmission $\mathcal T(E)$, the current density is
\begin{align}
J&=\frac{2e}{(2\pi)^3}\frac1\hbar\frac{2\pi m}{\hbar^2}
\int dE\,\mathcal T(E)\,S(E)
=\frac{em}{2\pi^2\hbar^3}\int dE\,\mathcal T(E)\,S(E),
\label{eq:current}\\
S(E)&=k_{\rm B}T\ln\frac{1+e^{-E/k_{\rm B}T}}
{1+e^{-(E+eV)/k_{\rm B}T}} .
\end{align}
Here $S$ is the integral over $E_\perp$ of the difference between the emitter and collector Fermi functions. The electrodes are given the same mass $m$ as the film.

In a half-bias crossbar scheme, the selected row and column are held at $V/2$ and $-V/2$ and all other lines at zero. In an $N\times N$ array, one cell receives $V$ and $2(N-1)$ cells receive $V/2$ in magnitude. Define $S_J=J(V)/J(V/2)$. If the half-selected cells may together carry at most the selected current,
\begin{equation}
2(N-1)J(V/2)\le J(V)
\quad\Longrightarrow\quad N\le1+\frac{S_J}{2}.
\label{eq:array}
\end{equation}
This criterion ignores wire resistance and the voltage across the memory elements. Keeping the exponential factors alone gives the estimate $S_J\approx\exp[B(V/2)-B(V)]$.

\section{Worked example: a thin oxide selector}

Take $U=1$ eV, $d=4$ nm, $m=0.3m_0$, with $m_0$ the free-electron mass, and $V=1.2$ V at 300 K. These are illustrative values. For this mass $K=2.806\ {\rm nm^{-1}\,eV^{-1/2}}$, so
\begin{equation}
B_0=\frac43(2.806)(4)\sqrt1=14.97 .
\end{equation}
At half and full bias, \eqref{eq:reduced} gives
\begin{align}
B(0.6\ {\rm V})&=14.97\,\frac{\sqrt{0.7}}{1.3}=9.63,\\
B(1.2\ {\rm V})&=14.97\,\frac{\sqrt{0.4}}{1.6}=5.92 .
\end{align}
The forbidden length falls from 4 nm at zero bias to 3.08 nm and 2.50 nm. Direct quadrature of \eqref{eq:bdef} gives the same exponents, as the numerical output shows.

The exponential estimate of selectivity is $\exp(9.632-5.916)=41$. The rectangular barrier with equal $B_0$ has $H=0.444$ eV. Both biases exceed $H/e$, and \eqref{eq:rectangular} gives exponents 7.39 and 3.70, hence a factor 40. At this operating point the greater small-bias sensitivity of the crest has brought almost no gain in this measure. The estimate leaves out the prefactor and the integration over energy, so it does not rank the two barriers by the selectivity of their currents. With the transmission and electrodes of the next subsection, the order is in fact reversed: the current ratio at 300 K is about 214 for the rectangle and 129 for the crest, although the half-bias current of the rectangle is about eight times larger.

\subsection{What the prefactor changes}

The Schr\"odinger equation was also solved numerically for \eqref{eq:profile}, with the electrode band bottoms 3 eV below their Fermi levels. Between $d=40$ and 80 nm, the growth of $-\ln\mathcal T(0)$ divided by the growth of $B$ is 0.996 at 0.6 V and 1.013 at 1.2 V. This tests the exponent in thick films, where a prefactor without exponential growth matters little. The departure from one depends on the pair of widths at the level of about 2\%; between 30 and 60 nm the two ratios are 1.002 and 0.981.

At 4 nm the prefactor does matter. The computed $\mathcal T(0)$ is $2.42\times10^{-5}$ at half bias and $1.59\times10^{-3}$ at full bias, against $\exp(-B)=6.56\times10^{-5}$ and $2.70\times10^{-3}$. The Fermi-level transmission ratio is therefore 66, not 41. Integration over energy in \eqref{eq:current} raises the zero-temperature current ratio to 162. Little of that further factor of about 2.5 comes from the exponent: with $\mathcal T(E)$ replaced by $\exp(-B)$, and $B$ taken from \eqref{eq:bdef} at each energy, the same integration gives 45 in place of 41. The rest comes from the energy dependence of the prefactor. At full bias $d\ln\mathcal T/dE$ at $E=0$ is about 9 eV$^{-1}$, against $c=22$ eV$^{-1}$, so states further below the Fermi level contribute.

At 300 K the current densities are $6.1\times10^2$ and $7.9\times10^4$ A/cm$^2$, so $S_J=129$. Equation \eqref{eq:array} gives $N\le1+129/2$, or at most 65 lines per side. The exponential estimate would have given 21. Thus the exponent gives the leading thickness dependence of the Fermi-level transmission in thick films, but it is too crude to size this array.

\subsection{Temperature}

With $k_{\rm B}T=0.0259$ eV, \eqref{eq:slope} gives $ck_{\rm B}T=0.53$ at half bias and 0.57 at full bias. Both satisfy the condition for tunnelling near the Fermi level. Relative to zero temperature, the current rises by factors of 1.43 and 1.14 respectively, which lowers the selectivity from 162 to 129. The larger rise occurs at the smaller $ck_{\rm B}T$, so the linearized exponent does not by itself predict the thermal correction. With $\exp(-B)$ from \eqref{eq:bdef} in place of $\mathcal T(E)$ the factors are 1.48 and 1.45, so the loss of selectivity on warming comes mainly from the prefactor. Emission above the crest carries less than $10^{-5}$ of the current at either bias; the correction comes from tunnelling below the crest.

\subsection{Changes in the barrier}

An electron between two metal faces is attracted by its image charges. Images of its own sign lie at distances $2nd$ on both sides, with $n=1,2,\dots$; those of opposite sign lie at $2x+2nd$ and $2(d-x)+2nd$, with $n=0,1,\dots$. The interaction energy with induced charge carries a factor $1/2$. Grouping the terms so that the sum converges gives
\begin{equation}
W(x)=\frac{e^2}{8\pi\varepsilon}\sum_{n=1}^{\infty}
\left[\frac1{nd}-\frac1{2(x+(n-1)d)}-\frac1{2(nd-x)}\right],
\label{eq:image}
\end{equation}
where $\varepsilon$ is the optical permittivity. At $x=d/2$ the bracket is $(2/d)[1/(2n)-1/(2n-1)]$, whose sum is $-(2\ln2)/d$. Thus $W(d/2)=-e^2\ln2/(4\pi\varepsilon d)$, or $-0.050$ eV for relative permittivity 5.

Three other changes are considered separately, with $U$, $d$ and both biases fixed. The first is an offset of 0.2 eV at each face, with linear sides rising to the same crest. The second is a permittivity that falls linearly by 30\% from face to crest; the field then varies inversely with permittivity, but symmetry still places half the voltage across each half of the film. The third is a mass of $0.4m_0$, which multiplies $B$ by $\sqrt{0.4/0.3}=1.155$.

\begin{center}
\begin{tabular}{lccc}
Barrier & $B(V/2)$ & $B(V)$ & $e^{B(V/2)-B(V)}$\\
\hline
Ideal crest & 9.63 & 5.92 & 41\\
Image force & 7.87 & 4.25 & 38\\
Face offset & 11.41 & 7.47 & 51\\
Graded permittivity & 9.65 & 6.09 & 35\\
Heavier mass & 11.12 & 6.83 & 73
\end{tabular}
\end{center}

The image force changes the selectivity estimate little because it lowers both exponents by similar amounts. At full bias it nevertheless raises the exponential factor by $\exp(5.916-4.246)=5.3$. A small change in this estimate therefore does not imply a small change in current. Nor does it imply a small change in the ratio of integrated currents, which also depends on the prefactor and on the energy dependence of the transmission. The limit of 65 lines was computed without the image force and should not be carried over to a barrier that includes it. With $W$ included and the band edge cut off at the electrode band bottoms, the current ratio at 300 K falls to about 69, roughly half the ideal value.

\subsection{Practical limits}

The mean field at 1.2 V is 3 MV/cm. A rough breakdown field of 4 MV/cm would be reached at 1.6 V, before the barrier vanishes at 2 V. The available current is also modest: a cell of $20\times20$ nm$^2$ has area $4\times10^{-12}$ cm$^2$ and would carry about 0.3 $\mu$A at 1.2 V. A memory element that needed a write current of 10 $\mu$A could not be written through this selector at that bias. Real oxide contacts also need not have the zero face offset assumed here. Without the image force, the 0.2 eV offset above divides the full-bias exponential factor by $\exp(7.471-5.916)=4.7$.

Traps can undo the suppression at half bias. Consider traps at the Fermi energy, placed so that each of two successive hops has exponent $B/2$. If each forward hop has rate $\nu e^{-B/2}$ and return hops are neglected, the mean time for both is twice that for one. An areal density $n_t$ then carries
\begin{equation}
J_t=\frac{e\nu n_t}{2}\,e^{-B/2}.
\end{equation}
With a rough attempt rate $\nu=10^{13}$ s$^{-1}$, this equals the direct half-bias current at 300 K when $n_t$ is about $9\times10^{10}$ cm$^{-2}$, or one such trap in a square of side about 33 nm. This is an order-of-magnitude estimate for favourably placed traps. For a trap exactly at the emitter Fermi level the emitter states are half filled and return hops are as fast as forward ones; this halves $J_t$ and doubles the required density. At that density the half-bias current, averaged over many cells, doubles; if the full-bias current is held fixed, the ratio of $J(V)$ to this average falls from 129 to about 64, and the array limit estimated from it falls from 65 to 33 lines. A cell of $20\times20$ nm$^2$ would hold only about 0.4 such traps on average, so the leakage would vary strongly from cell to cell. The calculated array size is therefore conditional on a film with few such traps, on the ideal barrier without image force, and on the electrode model, which affects the prefactor of the transmission strongly. Band depths of 1, 5 and 8 eV in place of 3 eV give $S_J=79$, 168 and 216, or 40, 84 and 108 lines. Electrodes with the free-electron mass and a depth of 3 eV, matched by continuity of $\psi$ and of $\psi'$ divided by the mass, give $S_J=61$, or 31 lines.

\section*{Computed values}
\begin{verbatim}
U = 1.00 eV, d = 4.0 nm, m/m0 = 0.30
V = 1.20 V, T = 300 K, kT = 0.02585 eV
electrode band depth = 3.0 eV
sqrt(2m x 1 eV)/hbar = 2.8061 1/nm
bias (V), crest (eV), path (nm), B formula, B quadrature:
  0.00  1.000  4.000  14.9657  14.9657
  0.30  0.850  3.478  11.9980  11.9980
  0.60  0.700  3.077  9.6317  9.6317
  0.90  0.550  2.759  7.6544  7.6544
  1.20  0.400  2.500  5.9157  5.9157
  1.60  0.200  2.222  3.7183  3.7183
bias where B = 1: 1.965 V; 2U/e = 2.00 V
rectangular height for equal B(0) = 0.4444 eV
dlnB/d(eV) near zero: crested -0.7499, rectangular -0.5629 1/eV
half bias: exp(-B) = 6.561e-05, Schroedinger T = 2.417e-05
  growth of -ln T over growth of B, 40 to 80 nm = 0.9961
  energy slope c = 20.63 1/eV, c kT = 0.533
full bias: exp(-B) = 2.697e-03, Schroedinger T = 1.587e-03
  growth of -ln T over growth of B, 40 to 80 nm = 1.0127
  energy slope c = 22.17 1/eV, c kT = 0.573
J half bias: 0 K 4.264e+02, 300 K 6.093e+02 A/cm2
J full bias: 0 K 6.914e+04, 300 K 7.851e+04 A/cm2
J(300 K)/J(0 K): half 1.429, full 1.136
share above crest at 300 K: half 4.25e-09, full 7.84e-06
selectivity J(V)/J(V/2): 0 K 162.15, 300 K 128.86
largest N for an N x N array at 300 K = 65
barrier variant: B(V/2), B(V), exp[B(V/2)-B(V)]
  ideal crested: 9.632, 5.916, 41.10
  rectangular, same B(0): 7.390, 3.695, 40.26
  image force: 7.873, 4.246, 37.58
  face offset: 11.410, 7.471, 51.39
  graded permittivity: 9.645, 6.091, 34.95
  heavier mass: 11.122, 6.831, 73.03
optical permittivity = 5.0, midplane image energy = -0.0499 eV
face offset = 0.20 eV, permittivity drop at crest = 30 %, heavier m/m0 = 0.40
mean field at V = 3.00 MV/cm
rough breakdown field = 4.0 MV/cm, reached at 1.60 V
trap attempt rate = 1.0e+13 1/s
trap density matching direct J(V/2) = 9.39e+10 1/cm2
\end{verbatim}
